# Slow k-grid convergence of GW gaps in two-dimensional semiconductors

A GW calculation for a monolayer on an $N\times N$ grid of k points needs a value for the screened interaction at $\mathbf q=0$, where the bare interaction diverges. The choice decides how fine a grid is needed. In the model below, with rough parameters of monolayer MoS$_2$, the seemingly natural choice $\epsilon(0)=1$ makes the gap 0.82 eV too large at $N=12$. An average of $W$ over one small cell reduces the error to $-0.04$ eV on the same grid. The error has three parts: the screening lost in the central cell, the sampling of $W$ in the other cells, and the variation of the band overlaps.

## The screening that varies

Take a free-standing, undoped, isotropic sheet in Gaussian form, with $e^2=1.440$ eV nm. The two-dimensional transform of $e^2/r$ is
$$v(q)=2\pi e^2\int_0^\infty J_0(qr)\,dr=\frac{2\pi e^2}{q}.$$

A gapped sheet has no free charge, so a slowly varying field only polarizes it. With potential $\phi$, the field is $-i\mathbf q\phi$ and the dipole moment per area is $\mathbf p=-i\alpha\mathbf q\phi$. The induced charge is $-i\mathbf q\cdot\mathbf p=-\alpha q^2\phi$, and its potential is $(2\pi/q)(-\alpha q^2\phi)=-2\pi\alpha q\,\phi$. Hence $\phi=\phi_{\rm ext}-2\pi\alpha q\,\phi$, and
$$\epsilon(q)=\frac{\phi_{\rm ext}}{\phi}=1+r_0q,\qquad r_0=2\pi\alpha,\qquad W(q)=\frac{2\pi e^2}{q(1+r_0q)} .$$

One factor $q$ of the $q^2$ in the induced charge is cancelled by $1/q$ in $v$. The remaining factor gives $\epsilon$ a finite slope at $q=0$. For $\alpha=0.65$ nm, $r_0=4.08$ nm, so $\epsilon$ has doubled at $q=1/r_0\approx0.24$ nm$^{-1}$.

Coulomb truncation is what exposes this behaviour. Without it, the periodic images a distance $L$ apart respond in phase, and their potentials add a factor
$$1+2\sum_{n=1}^\infty e^{-nqL}=\frac{1+e^{-qL}}{1-e^{-qL}}=\coth\frac{qL}{2}.$$
The dielectric function becomes $1+r_0q\coth(qL/2)$, which tends to $1+2r_0/L$ at small $q$. For $L=2$ nm this is 5.08. The response is flatter near $q=0$, but it belongs to a stack of layers. Truncation restores the isolated layer, and with it the steep rise of $\epsilon$ from 1.

## How $W$ enters the gap

Consider two bands at a valley minimum, with energies $\pm\sqrt{\Delta^2+(\hbar vq)^2}$. Their Hamiltonian is a spin in a field whose direction makes an angle $\theta$ with the $z$ axis, where
$$\cos\theta=\frac{\Delta}{\sqrt{\Delta^2+(\hbar vq)^2}} .$$
The squared overlap of the states at $0$ and $\mathbf q$ is $\tfrac12(1+\cos\theta)$ within a band and $\tfrac12(1-\cos\theta)$ between bands. A Gaussian orbital of size $s$ multiplies both by $e^{-s^2q^2}$.

In the static COHSEX approximation, the self-energy of band $n$ is
$$\Sigma_n=\int\!\frac{d^2q}{(2\pi)^2}\Big[-|M_{nv}|^2W+\tfrac12\sum_m|M_{nm}|^2(W-v)\Big],$$
where $v$ as a band index means the valence band. The sum over $m$ equals $e^{-s^2q^2}$ for both bands and cancels in the difference. The contribution to the gap is therefore
$$S=\Sigma_c-\Sigma_v=\int\!\frac{d^2q}{(2\pi)^2}\,F(q)W(q),\qquad F(q)=\cos\theta\;e^{-s^2q^2},\quad F(0)=1 .$$
The exchange-correlation potential of a starting calculation is not subtracted, so $S$ is not a predicted gap correction for a material.

The example uses lattice constant 0.32 nm, $\Delta=0.85$ eV, $\hbar v=0.35$ eV nm and $s=0.10$ nm. After the angular integral, $S=e^2\int_0^\infty F(q)\,dq/(1+r_0q)$. Numerical quadrature gives 0.955 eV, the reference for every grid error below.

## First contribution: the central cell

The grid of $\mathbf q$ has spacing $h=b/N$, with $b=22.67$ nm$^{-1}$. Each point represents a hexagon, the mini-zone, of area $\Omega=\tfrac{\sqrt3}{2}h^2$. At every point but one, $W(q)$ can be evaluated directly. At $\mathbf q=0$ one way to avoid the divergence is to average $v$ over the cell and multiply by $1/\epsilon(0)=1$.

What this discards is visible in the correlation part,
$$W-v=\frac{2\pi e^2}{q}\left(\frac1{1+r_0q}-1\right)=-\frac{2\pi e^2r_0}{1+r_0q}.$$
The bracket vanishes at $q=0$, but $v$ diverges, and the product tends to $-2\pi e^2r_0$. Replacing $v$ by a finite average before taking the product turns this finite number into zero. Since the lost term is negative, the gap comes out too large.

To size the loss, replace the hexagon by a disc of equal area, with radius $Q=\sqrt{\Omega/\pi}$, and set $F=1$ inside it. The bare and screened contributions are
$$\int_{\rm disc}\!\frac{d^2q}{(2\pi)^2}v=e^2\!\int_0^Q\!dq=e^2Q,\qquad
\int_{\rm disc}\!\frac{d^2q}{(2\pi)^2}W=e^2\!\int_0^Q\!\frac{dq}{1+r_0q}=\frac{e^2}{r_0}\ln(1+r_0Q).$$
With $x=r_0Q$, the error is
$$D=e^2\left[Q-\frac{\ln(1+r_0Q)}{r_0}\right]=\frac{e^2}{r_0}\,[x-\ln(1+x)] .$$

For $N=12$, $h=22.67/12=1.889$ nm$^{-1}$ and $Q=0.992$ nm$^{-1}$, so $x=4.05$. The dielectric function rises from 1 at the centre to 5.05 at radius $Q$. The correct average of $1/\epsilon$, weighted by $v$, is $\ln(1+x)/x=0.40$, whereas the calculation uses 1. The bare contribution is 1.428 eV and the screened one 0.571 eV, which gives $D=0.857$ eV. The full grid error is 0.821 eV, so this one cell accounts for its size.

The two limits of $D$ explain the slow convergence. For $x\gg1$ the logarithm is small beside $x$, and
$$D\simeq e^2Q\propto 1/N .$$
For $x\ll1$, $\ln(1+x)=x-x^2/2+\dots$, and
$$D\simeq\tfrac12e^2r_0Q^2=\tfrac12e^2(2\pi\alpha)\frac{\Omega}{\pi}=\alpha e^2\Omega\propto1/N^2 .$$
The crossover $x=1$ falls near $N=48$ here. Between $N=12$ and 24 the measured error falls as $N^{-1.5}$, between the two limits. Since the number of k points is $N^2$, this is only the power $-0.75$ of that number.

## Second contribution: the neighbouring cells

Now replace the central value by the average of $W$ over the hexagon and hold everything else fixed. The table gives the errors in eV relative to $S$. "Centre" means that $W$ is averaged in the central cell, and "all" that it is averaged in every cell by Gauss quadrature, with $F$ kept at the grid points.

| $N$ | $D$ | $\epsilon=1$ | centre | all |
|---:|---:|---:|---:|---:|
| 6 | 2.078 | 2.073 | −0.003 | 0.018 |
| 12 | 0.857 | 0.821 | −0.036 | −0.004 |
| 24 | 0.324 | 0.288 | −0.036 | −0.003 |
| 48 | 0.110 | 0.084 | −0.026 | −0.001 |
| 96 | 0.034 | 0.018 | −0.016 | −0.0004 |
| 192 | 0.010 | 0.0006 | −0.009 | −0.0001 |
| 384 | 0.003 | −0.002 | −0.005 | −0.00003 |

Central averaging removes the large error but leaves a remainder that hardly changes from $N=12$ to 24. When $r_0h\gg1$, all points outside the central cell see $W\simeq2\pi e^2/(r_0q^2)$. Under a change of $h$, the cell area scales as $h^2$ and this $W$ as $h^{-2}$, so the error of sampling it at cell centres does not depend on $h$. It is negative because $\nabla^2q^{-2}=4q^{-4}>0$: the value at the centre of a cell lies below the cell average, to leading order in the cell size. These grids have $r_0h=7.7$ and 3.9, so the argument gives only the tendency: the error from the outer cells still shrinks from $-0.047$ to $-0.038$ eV between $N=12$ and 24. The total stays flat because a positive error of the central cell, described next, shrinks by nearly the same amount, from 0.011 to 0.002 eV.

At $N=6$ a positive error offsets this one. The central cell uses $F(0)=1$, although $F$ has fallen to about 0.74 at radius $Q$. The small total there is a cancellation, not a sign of convergence.

For $r_0h\ll1$ the remainder can be calculated. Near the origin $W=2\pi e^2(1/q-r_0+\dots)$. The constant causes no error at this order, since a uniform grid integrates a smooth function to higher order. The term $1/q$ does. Write $\mathbf q=h\mathbf n$, with $\mathbf n$ on a hexagonal lattice of unit spacing, and let $Z(u)=\sum_{\mathbf n\ne0}|\mathbf n|^{-u}$, continued analytically below $u=2$. With a smooth cutoff $e^{-tn^2}$, the Mellin form of the exponential gives
$$\sum_{\mathbf n\neq0}\frac{e^{-tn^2}}{|\mathbf n|}=\frac1{2\pi i}\int_{\rm line}\!dz\,\Gamma(z)\,t^{-z}Z(2z+1),\qquad \mathrm{Re}\,z>\tfrac12 .$$
Move the line to the left. The pole of $Z$ at $z=\tfrac12$ reproduces the integral that the sum approximates, and the pole of $\Gamma$ at $z=0$ leaves $Z(1)$. The next pole gives a term proportional to $t$, which vanishes as the grid is refined. Thus sum minus integral tends to $Z(1)$. A theorem of number theory gives the number of lattice points with $|\mathbf n|^2=k$ as six times the sum of $\chi(d)$ over the divisors $d$ of $k$, where $\chi(d)=1,-1,0$ for $d=1,2,3$ and repeats with period 3. The sum over $k$ then factorizes into $Z(u)=6\,\zeta(u/2)\,L(u/2)$, and
$$Z(1)=6\,\zeta(\tfrac12)\,L(\tfrac12)=-4.213,\qquad L(u)=1-2^{-u}+4^{-u}-5^{-u}+\dots$$

The sum omits the origin, to which central averaging assigns the integral of $1/q$ over the hexagon. The distance to its edge is $(h/2)/\cos\varphi$ in each of twelve equal sectors, so
$$\int_{\rm hex}\frac{d^2q}{q}=12\cdot\frac h2\int_0^{\pi/6}\frac{d\varphi}{\cos\varphi}=6h\ln\sqrt3=3.296\,h .$$
Each lattice term carries the area $\tfrac{\sqrt3}{2}h^2$ and a factor $1/h$. Adding both parts and multiplying by $2\pi e^2/(2\pi)^2$ gives
$$\delta S_{\rm centre}\simeq\frac{e^2h}{2\pi}\,c,\qquad c=\tfrac{\sqrt3}{2}Z(1)+6\ln\sqrt3=-0.353 .$$

At $N=384$, $h=0.0590$ nm$^{-1}$ and the formula gives $-0.0048$ eV, against a grid error of $-0.0047$ eV. Central averaging therefore does not change the final power for the better: its error falls as $1/N$, with a small coefficient. The average removes the large error of the central cell, not the sampling error around it.

The same remainder is present when $\epsilon=1$ is used, so two errors of opposite sign then compete. To leading order on fine grids, they cancel when
$$\alpha e^2\frac{\sqrt3}{2}h^2=\frac{e^2|c|h}{2\pi}\quad\Rightarrow\quad h=\frac{|c|}{\sqrt3\,\pi\alpha}\approx0.10\ {\rm nm}^{-1},$$
or $N\approx230$. Higher orders move the crossing to a somewhat coarser grid, between $N=200$ and 210. This explains the tiny error at $N=192$ and the change of sign by $N=384$. The nearly vanishing error at such a crossing is a cancellation: on finer grids the error becomes negative and reaches about $-0.002$ eV before it shrinks again.

## Third contribution: the band overlaps

Averaging $W$ in every cell removes the sampling error of $W$. What remains comes from holding $F$ at its value at each cell centre. Let a point $\mathbf q$ lie at $\boldsymbol\delta$ from its centre. Then
$$F(\mathbf q-\boldsymbol\delta)-F(\mathbf q)=-\boldsymbol\delta\cdot\nabla F+\tfrac12\sum_{ij}\delta_i\delta_j\,\partial_i\partial_jF+\dots$$
Multiply by $W$ and average over a cell. Symmetry gives $\langle\delta_i\delta_j\rangle=m\,\delta_{ij}$, with $\delta_{ij}$ the Kronecker symbol. In the first term the factor $W\nabla F$ itself varies across the cell, which yields $-m\nabla\cdot(W\nabla F)$. This is a divergence and integrates to zero. The second term yields $\tfrac m2W\nabla^2F$.

The hexagon has
$$\int_{\rm hex}\delta^2\,d^2\delta=12\cdot\frac{(h/2)^4}{4}\int_0^{\pi/6}\frac{d\varphi}{\cos^4\varphi}=\frac{3h^4}{16}\cdot\frac{10}{9\sqrt3}=\frac{5h^4}{24\sqrt3}.$$
Division by $\Omega$ gives $2m=5h^2/36$, and hence
$$\delta S_{\rm all}\simeq\frac{5h^2}{144}\int\!\frac{d^2q}{(2\pi)^2}\,W\nabla^2F .$$
The expansion fails in the few cells near the singularity of $W$, but there $F$ varies as $q^2$ and $W$ as $1/q$ over an area $h^2$, which contributes at order $h^3$.

At $N=384$, with the integral done by quadrature, the formula gives $-2.8\times10^{-5}$ eV, and the grid gives $-2.7\times10^{-5}$ eV. The final law is $1/N^2$. It does not describe the coarsest grids: at $N=6$ the error is positive, and larger than with central averaging alone.

## What the model leaves out

**Frequency dependence.** At a band edge, the coupling to an empty state higher by $d$ in the same band gives, for $W-v$ with one pole at energy $w$,
$$\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}\,\frac{d}{d^2+\omega^2}\,\frac{w^2}{w^2+\omega^2}=\frac12\,\frac{w}{w+d}$$
times the static $W-v$. The result follows from partial fractions and $\int d\omega/(a^2+\omega^2)=\pi/a$. For $d\to0$ it is the static value $\tfrac12$; the valence band has the opposite sign. Let the sheet respond as one oscillator of energy $E_0$, so that $\alpha$ is multiplied by $E_0^2/(E_0^2+\omega^2)$ at imaginary frequency. Then $1/\epsilon-1=-r_0qE_0^2/[\omega^2+E_0^2(1+r_0q)]$, which has the assumed form with $w=E_0\sqrt{1+r_0q}$. A rough $E_0=3$ eV gives $w=6.7$ eV at $q=Q$ for $N=12$. The recoil at $Q$ is $d=0.07$ eV, so the static value is reduced by 1% there.

**Thickness.** Replace the sheet by a slab 0.60 nm thick with the same $\alpha$. Its dielectric constant is $1+4\pi\alpha/0.60\ {\rm nm}=14.6$. Solving Poisson's equation across it by finite differences, with the charge spread evenly, changes the two central contributions at $N=12$ to 1.300 and 0.551 eV. Their difference is 0.75 eV instead of 0.86 eV, a reduction of 13%. The law $\epsilon=1+r_0q$ itself holds only for slowly varying fields. In a real layer $\epsilon$ stops rising and falls again at large $q$. This fall affects $S$, which includes large $q$, more than the loss in the central cell.

**Surroundings.** The parameters are rough values for free-standing monolayer MoS$_2$; in a device the layer may lie on a substrate or between other layers. For a sheet much thinner than $1/q$ in surroundings of dielectric constant $\kappa$, both the external and the induced potentials are divided by $\kappa$, and $W=2\pi e^2/[q(\kappa+r_0q)]$. If the screening by the sheet is again ignored in the central cell, so that $v/\kappa$ is used there, the central error becomes $e^2[Q/\kappa-\ln(1+r_0Q/\kappa)/r_0]$, which is $D$ with $Q$ replaced by $Q/\kappa$. For $\kappa=2$, the 12×12 grid has the value of $D$ listed for $N=24$, 0.32 eV instead of 0.86 eV. Doping breaks the model more seriously: free carriers add a response that does not vanish as $q^2$, and $\epsilon(0)=1$ no longer holds.

## Choosing the treatment

For a target of 0.05 eV in this model, $\epsilon=1$ fails at $N=48$ and succeeds at $N=96$, while central averaging already meets it at $N=12$. For 0.01 eV, setting aside the cancellation at $N=6$, the first grid in the table that suffices with central averaging is $N=192$, the same as with $\epsilon=1$, whereas averaging in every cell suffices at $N=12$. These thresholds hold for the chosen $\alpha$ and bands. For another undoped, free-standing layer that is thin and nearly isotropic, $x=r_0Q$ estimates beforehand how much $\epsilon$ varies in the central cell, and $D$ how much that variation costs if it is ignored. In the slab model, $D$ overestimates the cost when the thickness is comparable to $1/Q$ or larger. For a much thinner slab it can underestimate the cost, slightly for the parameters used here and more for a weakly polarizable layer.
